# Vacuum Tunnelling Across a Filament Gap: Gap Change per Decade of Current: test program

```python
# Result under test: for vacuum tunnelling at fixed small bias through a
# rectangular barrier phi above the Fermi level, the current falls tenfold
# when the gap d grows by  decade = ln(10) / (2 kappa),  kappa = sqrt(phi).
# Rydberg atomic units: hbar = 1, 2m = 1, lengths in a0, energies in Ry.
# fermi  : longitudinal Fermi energy above the band bottom of the metals
# kappa  : decay constant of the wave function in the gap
# prefactor : A = 16 k^2 kappa^2 / (k^2 + kappa^2)^2
# G0     : conductance quantum 2 e^2 / h
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

RY_EV = const.physical_constants["Rydberg constant times hc in eV"][0]
A0_NM = const.physical_constants["Bohr radius"][0] * 1e9
G0 = 2 * const.e**2 / const.h

phi_ev = 4.5
phi = phi_ev / RY_EV
fermi = 0.40
bias = 0.01
kappa = np.sqrt(phi)
decade = np.log(10) / (2 * kappa)
prefactor = 16 * fermi * phi / (fermi + phi)**2


def transmission(d, e_long=fermi, barrier=phi):
    """Closed formula for a rectangular barrier."""
    product = 4 * e_long * barrier
    s = np.sinh(np.sqrt(barrier) * d)
    return product / (product + (e_long + barrier)**2 * s**2)


def transmission_ode(d, energy=fermi, drop=0.0, e_f=fermi):
    """Integrate the wave equation backwards from the outgoing wave.

    The barrier top falls linearly by 'drop' (Ry) across the gap, and
    the band bottom of the right metal is lowered by the same amount.
    """
    k_left, k_right = np.sqrt(energy), np.sqrt(energy + drop)

    def rhs(x, y):
        potential = e_f + phi - drop * x / d
        return [y[1], (potential - energy) * y[0]]

    sol = solve_ivp(rhs, (d, 0.0), np.array([1.0, 1j * k_right]),
                    method="DOP853", rtol=1e-11, atol=1e-12)
    assert sol.success
    psi, slope = sol.y[:, -1]
    incoming = 0.5 * (psi + slope / (1j * k_left))
    return k_right / (k_left * abs(incoming)**2)


def current_integral(d, volts):
    """Zero-temperature current (A) from the tilted barrier."""
    drop = volts / RY_EV
    nodes, weights = np.polynomial.legendre.leggauss(5)
    energies = fermi - drop / 2 + drop / 2 * nodes
    values = [transmission_ode(d, e, drop) for e in energies]
    return G0 * RY_EV * drop / 2 * np.dot(weights, values)


def wide_conductance(d):
    """Conductance per area, in G0/a0^2, summed over transverse momenta."""
    value = quad(lambda u: transmission(d, fermi - u, phi + u),
                 0, fermi, epsabs=0, epsrel=1e-10, limit=300)[0]
    return value / (4 * np.pi)


# Decay constant: Rydberg units against the SI definition.
kappa_si = np.sqrt(2 * const.m_e * phi_ev * const.e) / const.hbar
assert abs(kappa / A0_NM / (kappa_si * 1e-9) - 1) < 1e-7

# Exact transmission and the bounds on the exponential law.
for e_f in (0.1, fermi, 1.0):
    for d in (1.0, 3.0, 6.0):
        numeric = transmission_ode(d, e_f, 0.0, e_f)
        assert abs(numeric / transmission(d, e_f) - 1) < 1e-7
        a = 16 * e_f * phi / (e_f + phi)**2
        q = np.exp(-2 * kappa * d)
        assert (1 + q)**-2 < numeric / (a * q) < (1 - q)**-2

# Small-bias current, and its quadratic first correction.
gap = 10.0
linear = G0 * bias * transmission(gap)
full = current_integral(gap, bias)
assert abs(full / linear - 1) < 1e-4
deviation = [current_integral(gap, v) / (G0 * v * transmission(gap)) - 1
             for v in (0.1, 0.2)]
assert abs(deviation[1] / deviation[0] - 4) < 0.1

# One decade of current, from integrated currents at two gaps.
decade_ratio = full / current_integral(gap + decade, bias)
assert abs(decade_ratio / 10 - 1) < 1e-3

# Wide flat contact: leading conductance and logarithmic slope.
for d in (20.0, 40.0, 80.0):
    leading = prefactor * kappa * np.exp(-2 * kappa * d) / (4 * np.pi * d)
    assert abs(wide_conductance(d) / leading - 1) < 1 / (kappa * d)
    h = 0.01
    steepness = np.log(wide_conductance(d - h)
                       / wide_conductance(d + h)) / (2 * h)
    assert abs((steepness - 2 * kappa) * d - 1) < 1 / (kappa * d)

target = wide_conductance(gap) / 10
wide_decade = brentq(lambda s: np.log(wide_conductance(gap + s) / target),
                     0.5, 4.0)
assert wide_decade < decade

# The stated value, to its two digits.
assert round(decade * A0_NM, 2) == 0.11

print(f"Rydberg energy: {RY_EV:.4f} eV")
print(f"Bohr radius: {A0_NM:.6f} nm")
print(f"Conductance quantum G0: {G0:.4e} S")
print(f"Barrier: {phi_ev:.1f} eV = {phi:.5f} Ry")
print(f"Fermi energy: {fermi:.2f} Ry")
print(f"Bias: {bias:.2f} V")
print(f"k in metal: {np.sqrt(fermi):.5f} 1/a0")
print(f"kappa in gap: {kappa:.5f} 1/a0")
print(f"2 kappa: {2 * kappa:.5f} 1/a0")
print(f"ln 10: {np.log(10):.5f}")
print(f"Decade length: {decade:.4f} a0 = {decade * A0_NM:.4f} nm")
print(f"Prefactor A: {prefactor:.4f}")
for d in (6.0, 8.0, 10.0, 12.0):
    t = transmission(d)
    print(f"Gap {d:.0f} a0: exp(-2 kappa d) = {np.exp(-2*kappa*d):.3e}, "
          f"T = {t:.3e}, I = {G0 * bias * t:.3e} A")
for d in (6.0, 8.0, 10.0):
    ratio = transmission(d) / transmission(d + 2)
    print(f"Current ratio I({d:.0f} a0)/I({d + 2:.0f} a0): {ratio:.3f}")
print(f"Tilted-barrier current at 10 a0: {full:.3e} A")
print(f"Its relative deviation from linear: {full / linear - 1:.1e}")
print(f"Tilted-barrier ratio over one decade length: {decade_ratio:.4f}")
for v, dev in zip((0.1, 0.2), deviation):
    print(f"Relative deviation from linear at {v:.1f} V: {dev:.2e}")
for step in (0.10, 0.11):
    factor = np.exp(2 * kappa * step / A0_NM)
    print(f"Current factor for {step:.2f} nm: {factor:.2f}")
for other in (4.0, 5.0):
    length = np.log(10) / (2 * np.sqrt(other / RY_EV)) * A0_NM
    print(f"Decade length for {other:.1f} eV barrier: {length:.4f} nm")
print(f"Wide contact, decade length from 10 a0: {wide_decade:.4f} a0 "
      f"= {wide_decade * A0_NM:.4f} nm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Rydberg energy: 13.6057 eV
Bohr radius: 0.052918 nm
Conductance quantum G0: 7.7481e-05 S
Barrier: 4.5 eV = 0.33074 Ry
Fermi energy: 0.40 Ry
Bias: 0.01 V
k in metal: 0.63246 1/a0
kappa in gap: 0.57510 1/a0
2 kappa: 1.15021 1/a0
ln 10: 2.30259
Decade length: 2.0019 a0 = 0.1059 nm
Prefactor A: 3.9641
Gap 6 a0: exp(-2 kappa d) = 1.007e-03, T = 3.982e-03, I = 3.085e-09 A
Gap 8 a0: exp(-2 kappa d) = 1.009e-04, T = 3.998e-04, I = 3.098e-10 A
Gap 10 a0: exp(-2 kappa d) = 1.011e-05, T = 4.007e-05, I = 3.105e-11 A
Gap 12 a0: exp(-2 kappa d) = 1.013e-06, T = 4.016e-06, I = 3.112e-12 A
Current ratio I(6 a0)/I(8 a0): 9.961
Current ratio I(8 a0)/I(10 a0): 9.977
Current ratio I(10 a0)/I(12 a0): 9.978
Tilted-barrier current at 10 a0: 3.105e-11 A
Its relative deviation from linear: 6.4e-06
Tilted-barrier ratio over one decade length: 9.9998
Relative deviation from linear at 0.1 V: 6.37e-04
Relative deviation from linear at 0.2 V: 2.55e-03
Current factor for 0.10 nm: 8.79
Current factor for 0.11 nm: 10.92
Decade length for 4.0 eV barrier: 0.1124 nm
Decade length for 5.0 eV barrier: 0.1005 nm
Wide contact, decade length from 10 a0: 1.8573 a0 = 0.0983 nm
ALL CHECKS PASSED
```
